# The Symmetric Eckart Barrier: Parabolic Top and Low-Temperature Tunnelling, part 2

A particle of mass $m$ crosses, without friction, the symmetric Eckart barrier

$$V(x)=\frac{V_0}{\cosh^2(x/a)},\qquad V_0>0. \tag{1}$$

The aim is to correct the classical thermal crossing rate for tunnelling and to compare the result with that of the inverted parabola having the same height and top frequency $\omega_b$. Energies $E$ are measured from the flat base, and

$$k=\frac{\sqrt{2mE}}{\hbar},\quad K=ka,\quad q=\frac{a\sqrt{2mV_0}}{\hbar},\quad \varepsilon=\frac{E}{V_0},\quad z=\frac{x}{a}. \tag{2}$$

With $\alpha=\pi q=2\pi V_0/\hbar\omega_b$ and $\delta=\sqrt{\alpha^2-\pi^2/4}$, the transmission is

$$\boxed{\mathcal T(E)=\frac{\sinh^2(\alpha\sqrt\varepsilon)}{\sinh^2(\alpha\sqrt\varepsilon)+\cosh^2\delta}} \tag{12}$$

For $q<1/2$, $\cosh\delta$ is replaced by $\cos\pi\sigma$, with $\sigma=\sqrt{1/4-q^2}$. Let $y=\alpha(1-\varepsilon)$ and $\mathcal T=1/(1+e^Y)$. Near the top of a thick barrier

$$Y=y+\frac{y^2-\pi^2}{4\alpha}+\frac{y^3}{8\alpha^2}+O(\alpha^{-3}), \tag{16}$$

while the parabola has

$$\mathcal T_p=\frac{1}{1+e^{y}}. \tag{17}$$

On the flanks the Eckart exponent exceeds the parabolic one by

$$2\alpha(1-\sqrt\varepsilon)-\alpha(1-\varepsilon)=\alpha(1-\sqrt\varepsilon)^2\ge0. \tag{18}$$

For a free equilibrium flux at temperature $T$, with $\beta=1/k_BT$, the fraction that crosses is

$$P=\frac{\int_0^\infty\mathcal T(E)e^{-\beta E}dE}{\int_0^\infty e^{-\beta E}dE}=\beta\int_0^\infty\mathcal T(E)e^{-\beta E}dE. \tag{19}$$

The classical fraction is $P_{cl}=e^{-\beta V_0}$, and the tunnelling factor is $\kappa=P/P_{cl}$. With

$$k_BT_c=\frac{\hbar\omega_b}{2\pi}=\frac{V_0}{\alpha},\qquad r=\frac{T_c}{T}, \tag{21}$$

it becomes

$$\kappa=r\int_{-\infty}^{\alpha}e^{ry}\,\mathcal T\,dy. \tag{22}$$

The full parabola gives

$$\kappa_p=r\int_{-\infty}^{\infty}\frac{e^{ry}}{1+e^y}\,dy, \tag{23}$$

$$\kappa_p=\frac{\pi r}{\sin\pi r},\qquad T>T_c, \tag{24}$$

and the integral diverges for $T\le T_c$.

The numerical example is a proton with $V_0=0.3$ eV and $a=0.4$ Å, so that $q=4.810$, $\alpha=15.11$, $\delta=15.03$, $\hbar\omega_b=124.7$ meV and $T_c=230.4$ K.

### First correction above the crossover

Equation (16) also shows how $\kappa$ departs from $\kappa_p$ while $r$ is well below one. A small change $\Delta Y$ changes the transmission by $-\mathcal T_p(1-\mathcal T_p)\Delta Y$. With $\Delta Y=(y^2-\pi^2)/4\alpha$,

$$\Delta\kappa=\frac{r}{4\alpha}\int_{-\infty}^{\infty}e^{ry}\,\mathcal T_p(1-\mathcal T_p)(\pi^2-y^2)\,dy.$$

Since $\mathcal T_p(1-\mathcal T_p)=-d\mathcal T_p/dy$, integration by parts gives

$$\int_{-\infty}^{\infty}e^{ry}\mathcal T_p(1-\mathcal T_p)\,dy=r\int_{-\infty}^{\infty}e^{ry}\mathcal T_p\,dy=\kappa_p(r).$$

A factor $y^2$ under the integral is produced by differentiating twice with respect to $r$. To first order in $1/\alpha$,

$$\kappa\approx\kappa_p+\frac{r}{4\alpha}\left(\pi^2\kappa_p-\frac{d^2\kappa_p}{dr^2}\right). \tag{25}$$

In terms of $\theta=\pi r$ and $f=\theta/\sin\theta$, the bracket is $\pi^2(f-f'')$, with

$$f''=-\frac{2\cos\theta}{\sin^2\theta}+\frac{\theta(1+\cos^2\theta)}{\sin^3\theta}.$$

At 600 K, $r=230.4/600=0.384$, $f=1.291$ and $f''=0.850$. The correction is $\pi^2(0.384)(0.441)/(4\times15.11)=0.028$, which raises $\kappa$ from 1.291 to 1.319. Quadrature of the Eckart average also gives 1.319. The correction is positive because the average is governed by energies near the top, where the Eckart barrier is the more transparent of the two.

At 300 K, $r=0.768$, $f=3.62$ and $f''=16.1$, so the correction is negative, about $-1.6$. It is too large for first-order theory to be accurate, but its sign is right: the Eckart value is 2.94, and the parabola is 23% above it. The flanks now carry enough weight for their extra thickness to matter. Being above $T_c$ is therefore not sufficient for the parabolic factor to be accurate in this example.

### The value at the crossover

At $r=1$ the parabolic integrand tends to a constant at large $y$, while the Eckart integrand is cut off by the extra exponent (18). Put $h=1-\sqrt\varepsilon$ and $c_0=2(\alpha-\delta)=\pi^2/4\alpha+O(\alpha^{-3})$. Apart from terms that are exponentially small except near $E=0$, where the integrand itself is negligible, $Y=2\alpha h-c_0$. Also $y=\alpha[1-(1-h)^2]=2\alpha h-\alpha h^2$. The integrand of (22) is then

$$\frac{e^y}{1+e^Y}=\frac{e^{y-Y}}{1+e^{-Y}}=\frac{e^{c_0-\alpha h^2}}{1+e^{-2\alpha h+c_0}},$$

and $dy=2\alpha(1-h)\,dh$, so that

$$\kappa(T_c)=e^{c_0}\int_{-\infty}^{1}\frac{2\alpha(1-h)e^{-\alpha h^2}}{1+e^{-2\alpha h+c_0}}\,dh. \tag{26}$$

The factor $1/(1+e^{-2\alpha h+c_0})$ is a smoothed step: it is close to 1 below the top and close to 0 above it. Replacing it by a sharp step at $h=0$, and extending the upper limit to infinity at exponentially small cost, gives

$$\int_0^\infty2\alpha(1-h)e^{-\alpha h^2}dh=\sqrt{\pi\alpha}-1.$$

The error of the sharp step is found with $\tau=2\alpha h$. The remaining smooth factor is $1+O(\tau/\alpha)$ over the width of the step, and

$$\int_{-\infty}^{\infty}\left[\frac{1}{1+e^{-\tau+c_0}}-\Theta(\tau)\right]d\tau=-c_0=O(1/\alpha),$$

where $\Theta$ is the unit step. The error is thus $O(1/\alpha)$. Expanding $e^{c_0}=1+\pi^2/4\alpha+\dots$ and keeping terms larger than $1/\alpha$ gives

$$\kappa(T_c)=\sqrt{\pi\alpha}-1+\frac{\pi^{5/2}}{4\sqrt\alpha}+O(1/\alpha). \tag{27}$$

The infinite parabolic result is replaced by a number that grows as the square root of the barrier thickness. For the example the terms are $6.890-1+1.125=7.015$, against 6.81 from quadrature. The difference is 3% of the latter and is of the order of the neglected terms.

### Deep tunnelling

Below $T_c$ it is better to work with $P$. Dropping the positive term $\sinh^2(\alpha\sqrt\varepsilon)$ from the denominator of (12) increases the transmission. With $E=k_BT\rho^2$ and

$$g^2=\frac{\alpha^2k_BT}{V_0}=\alpha\frac{T}{T_c}, \tag{28}$$

one has $\alpha\sqrt\varepsilon=g\rho$, and therefore

$$P\le\frac{1}{\cosh^2\delta}\int_0^\infty2\rho\,e^{-\rho^2}\sinh^2(g\rho)\,d\rho. \tag{29}$$

Write $\sinh^2(g\rho)=\tfrac12[\cosh(2g\rho)-1]$. Integration by parts gives

$$\int_0^\infty2\rho e^{-\rho^2}\cosh(2g\rho)\,d\rho=1+2g\int_0^\infty e^{-\rho^2}\sinh(2g\rho)\,d\rho.$$

Completing the squares in the two exponentials of the hyperbolic sine turns the last integral into

$$\frac{e^{g^2}}2\left[\int_{-g}^{\infty}e^{-w^2}dw-\int_{g}^{\infty}e^{-w^2}dw\right]=\frac{\sqrt\pi}{2}e^{g^2}\mathrm{erf}(g).$$

The constant 1 cancels against $\int_0^\infty2\rho e^{-\rho^2}d\rho=1$, and the bound is

$$P\le P_b=\frac{\sqrt\pi\,g\,e^{g^2}\,\mathrm{erf}(g)}{2\cosh^2\delta}. \tag{30}$$

Its accuracy can be estimated from $1/(1+X)\ge1-X$ with $X=\sinh^2(g\rho)/\cosh^2\delta$. The deficit $P_b-P$ is at most the thermal average of $X^2$. Using $\sinh^4(g\rho)\le e^{4g\rho}/16$ and $\cosh^4\delta\ge e^{4\delta}/16$, this average is at most

$$e^{-4\delta}\int_0^\infty2\rho\,e^{-\rho^2+4g\rho}d\rho\le e^{-4\delta}\left(1+4\sqrt\pi\,g\,e^{4g^2}\right).$$

When $g$ is large enough for $\mathrm{erf}(g)\approx1$, $P_b\approx2\sqrt\pi\,g\,e^{g^2-2\delta}$. The relative deficit is then at most about $2e^{3g^2-2\delta}$. It is small if $3g^2$ is well below $2\delta$, which for a thick barrier means $T$ well below $2T_c/3$. At 100 K, $g^2=15.11\times100/230.4=6.56$ and the estimate is $2e^{19.7-30.1}\approx6\times10^{-5}$. The computed values, $P=5.6592\times10^{-10}$ and $P_b=5.6595\times10^{-10}$, differ by about that fraction. At 600 K, by contrast, $P_b$ exceeds one and carries no information.

The energy that contributes most follows from the exponent in (19). If $\alpha\sqrt\varepsilon\gg1$ and the energy is far enough below the top that $\mathcal T\ll1$, then $\mathcal T\propto e^{2\alpha\sqrt\varepsilon}$, and one maximizes $2\alpha\sqrt{E/V_0}-E/k_BT$. Setting the derivative to zero gives $\sqrt{E^*/V_0}=\alpha k_BT/V_0$, or

$$E^*=V_0\left(\frac{T}{T_c}\right)^2. \tag{31}$$

At this energy $\alpha\sqrt\varepsilon=g^2$, so the result requires $g^2\gg1$. It also requires $T$ to be clearly below $T_c$: at $0.9T_c$ in the example the maximum lies at $0.77V_0$, whereas (31) gives $0.81V_0$. On cooling from $T_c$ the dominant energy slides from the neighbourhood of the top down the flank. At 100 K it is $300(100/230.4)^2=56.5$ meV, and a direct search for the maximum gives the same value. The parabola has no such maximum below $T_c$, because its exponent is linear in energy and cannot balance the Boltzmann factor at a finite depth.

### The approach to zero temperature

For $g\ll1$, $\mathrm{erf}(g)=(2/\sqrt\pi)(g-g^3/3+\dots)$ and (30) becomes

$$P_b=\frac{g^2}{\cosh^2\delta}\left(1+\frac{2g^2}{3}+\dots\right).$$

Here $X$ is of order $g^2/\cosh^2\delta$, so the relative difference between $P$ and $P_b$ vanishes as $T\to0$. For $q\ge1/2$ the denominator is at least 1, and $g\ll1$ is sufficient. A thinner barrier needs in addition $g^2\ll\cos^2\pi\sigma$, the quantity that then replaces $\cosh^2\delta$. For $q\ge1/2$, therefore,

$$P\to\frac{\alpha^2}{\cosh^2\delta}\,\frac{k_BT}{V_0},\qquad T\ll\frac{V_0}{\alpha^2k_B}. \tag{32}$$

The linear law reflects the threshold behaviour $\mathcal T\approx\alpha^2E/(V_0\cosh^2\delta)$, since the mean of $E$ with weight $\beta e^{-\beta E}$ is $k_BT$. At $E=0$ the numerator of (12) vanishes while the denominator does not, so the slowest waves are almost wholly reflected. A wavelength much longer than the barrier is not enough by itself: for $q\ll1$ strong reflection also requires $K\ll q^2$.

In the example the temperature scale in (32) is 15.25 K. At 1 K, $g^2=1/15.25=0.066$ and the linear law gives $P=2.32\times10^{-14}$. The factor $1+2g^2/3=1.044$ raises this to $2.42\times10^{-14}$, the computed value.

One might try to repair the parabola by using $\mathcal T_p$ in (19) with its lower limit $E=0$. The average $P_{cut}$ is then finite, but as $T\to0$ the weight concentrates at zero energy and

$$P_{cut}\to\mathcal T_p(0)=\frac1{1+e^\alpha}, \tag{33}$$

which is $2.74\times10^{-7}$ here. The Eckart average has the much smaller factor $1/\cosh^2\delta\approx4e^{-2\delta}$, and it also vanishes with temperature.

| $T$ (K) | $P$, Eckart | $P_{cut}$, parabola |
|---|---|---|
| 600 | $3.99\times10^{-3}$ | $3.90\times10^{-3}$ |
| 300 | $2.69\times10^{-5}$ | $3.22\times10^{-5}$ |
| 230.4 | $1.87\times10^{-6}$ | $4.14\times10^{-6}$ |
| 100 | $5.66\times10^{-10}$ | $4.84\times10^{-7}$ |
| 10 | $3.66\times10^{-13}$ | $2.86\times10^{-7}$ |
| 1 | $2.42\times10^{-14}$ | $2.75\times10^{-7}$ |

The cut-off parabola is 2% low at 600 K, 20% high at 300 K, and too large by a factor of about 860 at 100 K, all relative to the Eckart average. A finite answer is thus no evidence that the barrier has been described properly.

The factor $\kappa$ needs care at these temperatures. At 1 K its decimal logarithm is about 1498, although fewer than one particle in $10^{13}$ crosses. The large number records the disappearance of the classical flux $e^{-\beta V_0}$. For numerical work at low temperature it is safer to compute $P$ directly than to multiply a vanishing classical rate by an enormous correction.

### Zero-point motion and the limits of the model

An atom hopping between sites in a solid starts in a well, whereas (19) assumes a free flux with energies down to zero. The lowest level $E_0$ of the well lies above its floor by the zero-point energy. Suppose, as a simple model, that each level $E_n$ attempts the barrier with weight $e^{-\beta E_n}$ and succeeds with probability $\mathcal T(E_n)$. As $T\to0$ the normalized average tends to $\mathcal T(E_0)$, a constant, instead of following (32). The linear law therefore belongs to the free continuum and should not be fitted to hops out of a bound state. If the well has the same curvature as the barrier top, its ground level lies near $\hbar\omega_b/2\approx62$ meV in the example. This is already above the 56.5 meV that dominates the free average at 100 K, so the low-temperature rows of the table do not describe such a hop. The level model also treats successive attempts as independent, which assumes that the surroundings destroy phase coherence between them. Between equivalent wells without friction the levels are in resonance and form a band whose width scales as $\sqrt{\mathcal T}$ rather than $\mathcal T$. The low-temperature rate in a real solid then depends on the coupling to phonons and electrons, which this model omits.

The height $V_0$ must also match the energy zero in use. Suppose that the zero-point energies of the vibrations transverse to the path are included, and that these vibrations stay in their ground state during the crossing. The effective barrier is then the potential plus the transverse zero-point energy at each point of the path. The change of that energy between the site and the saddle belongs in $V_0$, and $\omega_b$ must be taken from the curvature of the same corrected profile. The zero-point energy along the path must not be subtracted from $V_0$ while $E$ is still counted from the floor of the well, because the barrier seen by the ground level would then be lowered twice.

For a free incident flux, (25) guides the choice of correction when the height and frequency are known. If $T>T_c$, $\alpha\gg1$ and its second term is small compared with $\kappa_p$, the parabolic factor suffices. Otherwise the Eckart average (19) is the better founded of the two near the crossover, provided that the barrier is symmetric with a flat base. Well below $T_c$ this is not enough, because the average is then set by the flanks, and $P$ is reliable only if they resemble those of (1). A Gaussian barrier $V_0e^{-x^2/a^2}$ has the same height and frequency, but its semiclassical exponent at the base is $2q\sqrt{2\pi}\approx1.60\,\alpha$. A single hump $V_0\cos^2(x/a)$ on a flat base has $1.27\,\alpha$, closer to the parabola's $\alpha$ than to the Eckart value $2\alpha$. For an atom that starts in a well whose level spacing is not small compared with $k_BT$, the free-flux average can be badly wrong, and an average over the levels, as in the simple model above, is the better starting point as long as the hops are incoherent. The transmission used in it must be that of the actual barrier between the wells, because the height and the frequency do not fix the flanks. Between neighbouring minima of $V_0\cos^2(x/a)$, for example, both are the same as for (1), but the semiclassical exponent at the base is $2q\int_{-\pi/2}^{\pi/2}\cos z\,dz=4\alpha/\pi$ instead of $2\alpha$. Further values for the example are in the numerical output below.

## Computed results

```
particle mass (proton)            1.67262e-27 kg
barrier height V0                 0.30 eV
barrier length a                  0.40 angstrom
strength k0*a                     4.8097 (no unit)
alpha                             15.1100 (no unit)
delta                             15.0281 (no unit)
hbar*omega_b                      124.75 meV
crossover temperature Tc          230.40 K
linear-law scale V0/(alpha^2 kB)  15.25 K
parabolic window 2*sqrt(alpha)    7.774 (in y)
largest relative error of T(E) against integration 5.1e-10
Transmission: E/V0, y, Eckart, parabola (no units)
  0.10   13.5990  1.2502e-09  1.2418e-06
  0.25   11.3325  3.2280e-07  1.1977e-05
  0.50    7.5550  1.6866e-04  5.2322e-04
  0.80    3.0220  4.6236e-02  4.6442e-02
  0.90    1.5110  1.9988e-01  1.8079e-01
  1.00    0.0000  5.4084e-01  5.0000e-01
  1.10   -1.5110  8.3736e-01  8.1921e-01
  1.20   -3.0220  9.5470e-01  9.5356e-01
parabola at E = 0                 2.7405e-07 (no unit)
Averages: temperature in K, P Eckart, P bound, P cut-off parabola
   600.00  3.9857e-03  2.4140e+05  3.9001e-03
   300.00  2.6864e-05  4.8727e-04  3.2150e-05
   230.40  1.8670e-06  4.4481e-06  4.1409e-06
   100.00  5.6592e-10  5.6595e-10  4.8420e-07
    50.00  1.4920e-11  1.4920e-11  3.5000e-07
    10.00  3.6594e-13  3.6594e-13  2.8648e-07
     1.00  2.4248e-14  2.4248e-14  2.7524e-07
Ratio to classical: temperature in K, log10 kappa, kappa of full parabola
   600.00  0.1204  1.2912
   300.00  0.4690  3.6227
   230.40  0.8333  divergent
   100.00  5.8721  divergent
    50.00  19.4124  divergent
    10.00  138.7568  divergent
     1.00  1498.3181  divergent
kappa Eckart at 600 K             1.3194 (no unit)
kappa Eckart at 300 K             2.9441 (no unit)
kappa Eckart at Tc                6.8125 (no unit)
kappa at Tc, three-term formula   7.0149 (no unit)
dominant energy at 100 K, search  56.514 meV
dominant energy V0*(100 K/Tc)^2   56.513 meV
linear law for P at 1 K           2.3206e-14 (no unit)
P at 0.1 K, quadrature            2.3308e-15 (no unit)
P at 0.1 K, linear law            2.3206e-15 (no unit)
```
